# Why the LO–TO splitting of a polar monolayer vanishes at Gamma

A phonon calculation for a polar monolayer comes to a point where a choice must be made. The force constants are known, the dispersion is to be interpolated through the Brillouin zone, and the long-range electric field of the longitudinal optical (LO) mode has to be added by a separate term. For a bulk crystal that term leaves a finite gap between the LO and transverse optical (TO) branches as the wavevector $q$ goes to zero. Should the same term be switched on for a single layer, repeated periodically with vacuum in between? If it is, the LO branch arrives at Gamma at the wrong frequency and with the wrong slope.

## The belief and its appeal

The belief runs as follows. A polar crystal has charged sublattices. When they move against each other along $\mathbf q$, bound charge builds up and its field stiffens the motion; when they move across $\mathbf q$, no such charge appears. A monolayer also has charged sublattices, so its LO mode should lie above its TO mode at Gamma by an amount similar to that of the bulk.

Most of this is right. The charges are there, the field does stiffen the LO mode, and a short distance from Gamma the splitting is large. The faulty part is the assumption that the strength of the field is independent of $q$.

In the bulk it is. I use Hartree atomic units and neglect retardation. Let $P_3$ be the dipole moment per volume of a longitudinal wave. Without free charge, $\nabla\cdot(\mathbf E+4\pi\mathbf P_3)=0$. For a plane wave with both vectors along $\mathbf q$ this reads $iq(E+4\pi P_3)=0$, so

$$E=-4\pi P_3 .$$

The factor $q$ has cancelled. However long the wave, the field stays the same, and so does the extra stiffness.

## The field of a polarized sheet

Now let the polarization lie in the plane $z=0$, with dipole moment per area $Pe^{iqx}$ directed along $x$, and $q>0$. The bound charge per area is minus the divergence,

$$\sigma=-\partial_x\left(Pe^{iqx}\right)=-iqP\,e^{iqx}.$$

Outside the sheet the potential obeys Laplace's equation. A solution that varies as $e^{iqx}$ and decays on both sides is $\phi=\phi_0e^{iqx}e^{-q|z|}$. The normal field $-\partial_z\phi$ is $+q\phi_0e^{iqx}$ just above the sheet and $-q\phi_0e^{iqx}$ just below. Gauss's law sets the jump equal to $4\pi\sigma$:

$$2q\phi_0=4\pi(-iqP),\qquad \phi_0=\frac{2\pi}{q}(-iqP).$$

The in-plane field is $-\partial_x\phi$, with amplitude

$$E_L(z)=-iq\,\frac{2\pi}{q}(-iqP)\,e^{-q|z|}=-2\pi q\,P\,e^{-q|z|}.$$

The minus sign comes from $(-i)^2$: the field opposes the polarization, as in the bulk. But one factor of $q$ survives. The charge is proportional to $q$, the gradient gives another $q$, and the potential of a charged sheet gives only $1/q$, whereas the bulk potential gives $1/q^2$. In physical terms, the field lines of a long wave spread into the vacuum to a distance of about $1/q$, and the field within the layer becomes weak. A transverse polarization has no divergence, so $E_T=0$.

## From the field to the frequency

Take an insulating, freestanding layer whose symmetry makes the in-plane response isotropic, with one infrared-active in-plane doublet. Let $u$ be the relative displacement, $\mu$ its reduced mass, $A$ the cell area and $Z^*$ the Born charge, which is the dipole per displacement at zero macroscopic field. The electrons also respond to the field, through a sheet polarizability $\alpha_{2D}$. To second order, the energy per cell in a given field is

$$F=\tfrac12\mu\omega_{TO}^2u^2-Z^*uE-\tfrac12A\alpha_{2D}E^2 .$$

The dipole per cell is $-\partial F/\partial E$ and the force is $-\partial F/\partial u$:

$$P=\frac{Z^*u}{A}+\alpha_{2D}E,\qquad \mu\ddot u=-\mu\omega_{TO}^2u+Z^*E .$$

The same $Z^*$ appears in both because both come from the one mixed term in $F$. Insert $P$ into $E=-2\pi qP$ and collect the terms in $E$:

$$E\,(1+2\pi\alpha_{2D}q)=-2\pi q\,\frac{Z^*u}{A}.$$

Define $r_0=2\pi\alpha_{2D}$, which is a length. With $\ddot u=-\omega^2u$, the equation of motion becomes

$$-\mu\omega^2u=-\mu\omega_{TO}^2u-\frac{2\pi q\,Z^{*2}}{A(1+r_0q)}\,u .$$

Dividing by $-\mu u$ gives

$$\omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{1+r_0q},\qquad S=\frac{2\pi Z^{*2}}{A\mu}. \tag{1}$$

At $q=0$ the right side is zero and the two modes are degenerate. Near Gamma, the square root expands as

$$\omega_{LO}=\omega_{TO}\sqrt{1+\frac{Sq}{\omega_{TO}^2}+\dots}=\omega_{TO}+\frac{S}{2\omega_{TO}}\,q+O(q^2).$$

Here $q$ is the magnitude of the wavevector. The LO branch therefore has a kink at Gamma: it rises with the same finite slope in every in-plane direction. The belief mistakes this steep rise for a gap.

Equation (1) has two levels of validity. The linear term is the leading behaviour at small $q$. The denominator first acts at order $q^2$, where ordinary short-range dispersion, left out of (1), also enters. Keeping the denominator is useful when $r_0$ is well above the lattice scale, because screening is then the larger of the two corrections.

A surrounding medium whose dielectric constant is positive and does not vary with frequency near $\omega_{TO}$ changes the slope but not the conclusion. If both half-spaces are filled with a medium of dielectric constant $\kappa$, Gauss's law becomes $2\kappa q\phi_0=4\pi\sigma$, and $E=-(2\pi q/\kappa)P$. The same elimination gives $Sq/(\kappa+r_0q)$: the slope is divided by $\kappa$, and the splitting at Gamma is still zero. A polar medium needs more care, because $\kappa$ then depends on frequency and the condition reads $(\omega^2-\omega_{TO}^2)\,(\kappa(\omega)+r_0q)=Sq$. The initial slope is set by $\kappa(\omega_{TO})$, which is negative if $\omega_{TO}$ lies between the medium's own TO and LO frequencies. If $\kappa$ has a pole at $\omega_{TO}$, as for a layer embedded in its own bulk crystal, the longitudinal solution tends to the zero of $\kappa$ and a gap remains.

## A lattice that does not assume a sheet

The derivation smeared the layer into a continuous sheet. To check that step, take a hexagonal lattice of sites, each with an ionic dipole $Zu$ held by a spring $k$, and an electronic polarizability $\alpha$. For dipoles $p$ along or across $\mathbf q$, the field at a site due to all the others is $T(q)\,p$, where $T$ is the lattice sum of the dipole field. The total dipole is $p=Zu+\alpha Tp$, so $p=Zu/(1-\alpha T)$. The force on $u$ is $-ku+ZTp$, and hence

$$\mu\omega^2=k-\frac{Z^2T}{1-\alpha T}. \tag{2}$$

At long wavelength the distant sites act as the continuous sheet, with $P=p/A$, and contribute $-2\pi q/A$ to the longitudinal sum. What remains comes from the discreteness of the near sites and is smooth and even in $q$:

$$T_L=T_0-\frac{2\pi q}{A}+O(q^2),\qquad T_T=T_0+O(q^2).$$

The constant $T_0$ is the local field that is present even when the macroscopic field $E$ is zero. It enhances both response constants. With $E=0$, $p=Zu+\alpha T_0p$ gives $Z^*=Z/(1-\alpha T_0)$. With $u=0$, $p=\alpha(E+T_0p)$ gives $\alpha_{2D}=\alpha/[A(1-\alpha T_0)]$.

Now subtract (2) for the two polarizations, dropping the $O(q^2)$ terms of $T$. Over a common denominator the products $\alpha T_0T_L$ cancel:

$$\frac{T_0}{1-\alpha T_0}-\frac{T_L}{1-\alpha T_L}=\frac{T_0-T_L}{(1-\alpha T_0)(1-\alpha T_L)} .$$

The numerator is $2\pi q/A$. In the denominator,

$$1-\alpha T_L=1-\alpha T_0+\frac{2\pi\alpha q}{A}=(1-\alpha T_0)(1+r_0q).$$

Multiplying by $Z^2/\mu$ turns the two factors $1-\alpha T_0$ into $Z^{*2}$, and equation (1) is recovered.

## The numbers for one layer

I take round parameters that stand for no particular material: lattice constant 5 bohr, $Z=1$, $\alpha=15$ bohr$^3$, $k=0.5$ hartree/bohr$^2$ and $\mu=6$ atomic mass units, or 10937 electron masses. The cell area is 21.65 bohr$^2$. The direct lattice sum gives $T_0=0.04414$ bohr$^{-3}$, so

$$1-\alpha T_0=1-15\times0.04414=0.338,\qquad Z^*=\frac{1}{0.338}=2.96 .$$

The screening length is $r_0=12.9$ bohr, about two and a half lattice constants. The coupling constant is

$$S=\frac{2\pi(2.959)^2}{21.65\times10937}=2.32\times10^{-4}\ \text{hartree}^2\,\text{bohr}.$$

The TO frequency is 0.005812 hartree (1275.5 cm$^{-1}$), and the initial LO slope is $S/(2\omega_{TO})=0.0200$ atomic units, or 44 km/s.

At $q=0.01$ bohr$^{-1}$ the law gives

$$\frac{Sq}{1+r_0q}=\frac{2.32\times10^{-6}}{1.129}=2.06\times10^{-6}\ \text{hartree}^2 .$$

Divided by $\omega_{TO}^2=3.38\times10^{-5}$ hartree$^2$ this is 0.061. The splitting is then $1275.5\,(\sqrt{1.061}-1)\approx38$ cm$^{-1}$. The full lattice frequencies, which contain the short-range dispersion, also give 38 cm$^{-1}$.

The tests in the numerical output bear on each link. The longitudinal and transverse sums agree at $q=0$. The linear term of the lattice sum, extrapolated to small $q$, is 0.99999 times $2\pi q/A$. The squared splitting of the lattice lies below the law by 1.0 % of the law's value at $q=0.01$ bohr$^{-1}$ and by 1.9 % at 0.02. This near-doubling is what an omitted $q^2$ term produces relative to a leading term in $q$. Without the screening denominator the deviation at 0.02 would be 22 %.

At $q=0.1$ bohr$^{-1}$ the lattice gives 164 cm$^{-1}$ and the law 179 cm$^{-1}$, so the law is 9 % too high relative to the lattice. For large $q$ equation (1) tends to a plateau $S/r_0$, but that needs $q$ well above $1/r_0=0.078$ bohr$^{-1}$, where the omitted dispersion matters. The plateau should not be read as a prediction for the zone boundary.

## How the bulk gap returns

If one layer has no gap at Gamma, a stack of layers must acquire it somehow. Let identical layers with spacing $d$ move in phase, and let them interact through the macroscopic field alone. Each layer feels the decaying fields of all the others, so the factor $q$ in the field is replaced by

$$g=q\sum_{n=-\infty}^{\infty}e^{-q|n|d}=q\left(1+\frac{2e^{-qd}}{1-e^{-qd}}\right)=q\,\frac{1+e^{-qd}}{1-e^{-qd}}=q\coth\frac{qd}{2}.$$

For small $q$, $\coth(qd/2)\to2/(qd)$ and $g\to2/d$. The weakness of each layer's field is compensated by the number of layers within its reach, which grows as $1/q$. Putting $g$ in place of $q$ in (1),

$$\omega_{LO}^2-\omega_{TO}^2\;\to\;\frac{2S/d}{1+2r_0/d}=\frac{2S}{d+2r_0}. \tag{3}$$

This is the familiar bulk result. Since $2S=4\pi Z^{*2}/(A\mu)$, it equals $4\pi Z^{*2}/(\mu Ad\,\varepsilon_\infty)$, with cell volume $Ad$ and in-plane electronic dielectric constant $\varepsilon_\infty=1+4\pi\alpha_{2D}/d$.

For $d=8$ bohr,

$$\frac{2S}{d+2r_0}=\frac{4.65\times10^{-4}}{8+25.8}=1.38\times10^{-5}\ \text{hartree}^2,$$

which is 0.407 of $\omega_{TO}^2$ and gives a splitting of $1275.5\,(\sqrt{1.407}-1)\approx238$ cm$^{-1}$. The bulk made of these layers has this gap as $q\to0$ with $\mathbf q$ in the plane of the layers; the single layer has none.

A film of $N$ layers lies between the two. When $qNd\ll1$, all the exponentials are close to one, and in the in-phase mode each layer feels $N$ equal fields. Then $g=Nq$, and the squared splitting starts as $NSq$. The slope is $N$ times larger, but the value at Gamma is still zero. The gap of the bulk requires $qNd\gg1$, a film much thicker than the reach of the field.

For a numerical example I let the layers polarize only in the plane. In the infinite in-phase stack this loses nothing, because the normal fields from the layers above and below cancel. In a film they do not cancel, and an out-of-plane polarizability would change the values somewhat, but not the initial slope or the zero at Gamma. For 100 layers, 800 bohr thick, diagonalization of the coupled layers gives these splittings between the highest mode and the TO frequency:

- 233 cm$^{-1}$ at $q=10^{-2}$ bohr$^{-1}$, close to the bulk value;
- 161 cm$^{-1}$ at $10^{-3}$;
- 37 cm$^{-1}$ at $10^{-4}$;
- 4.3 cm$^{-1}$ at $10^{-5}$.

These are solutions of the electrostatic problem. The last wavevector lies below the light line discussed in the final section, and the one before it is only about twice as large as the light-line value. Those two entries show how the electrostatic splitting goes to zero; they are not predictions of measurable splittings, which retardation would change.

Within electrostatics, the order of limits therefore decides the answer. Letting $N\to\infty$ at fixed $q$ and then $q\to0$ gives (3). Letting $q\to0$ at fixed $N$ gives zero. The belief takes the first limit and applies it to $N=1$.

## Why a calculation can seem to confirm the belief

A monolayer is often computed in a cell repeated along $z$ with period $c$. For the electrostatics this is a stack with spacing $c$. If the images interact, equation (3) holds with $d$ replaced by $c$, and the squared splitting near Gamma tends to

$$\frac{2S}{c+2r_0}$$

instead of zero. The bulk correction term, evaluated with the volume and dielectric constant of the repeated cell, gives this same value. For $c=40$ bohr it is $4.65\times10^{-4}/65.8=7.07\times10^{-6}$ hartree$^2$, a false splitting of 127 cm$^{-1}$. Doubling the period to 80 bohr reduces it only to 80 cm$^{-1}$. More vacuum does lead to the right limit, but slowly: the squared splitting falls as $1/(c+2r_0)$, which becomes $1/c$ only for $c\gg2r_0$.

The range of the damage follows from the same formula. Equation (1) reaches the false value when its $q$ equals $g=2/c$, which is 0.05 bohr$^{-1}$ for the smaller cell. Well below this wavevector the images dominate; for $qc\gg1$, $\coth(qc/2)\to1$ and each layer behaves as if it were alone.

Sampling can mislead as well. The zone corner K of the example lies at 0.838 bohr$^{-1}$. On a path from Gamma to K divided into twenty steps, the first point after Gamma is at 0.042 bohr$^{-1}$, and there the lattice splitting is already 110 cm$^{-1}$, or 46 % of the bulk gap. A plot on these points shows a jump where there is a steep line.

The opening choice is now settled. At Gamma itself, the force constants at zero macroscopic field already give the monolayer's answer for the in-plane modes, and no splitting should be added. Away from Gamma, the long-range term should be the sheet form (1), and forces computed at small finite $q$ should have the interaction between periodic images removed.

## Where the argument stops

Retardation was neglected, which requires $q$ well above $\omega_{TO}/c_{\rm light}$. Here that wavevector is $4.2\times10^{-5}$ bohr$^{-1}$, and the electrostatic splitting there is about 0.2 cm$^{-1}$. Equation (1) should not be used for the dispersion at or below this point. The degeneracy at Gamma does not depend on it: at $q=0$ an isotropic layer has no in-plane direction that could distinguish longitudinal from transverse.

In a layer without in-plane isotropy, the two polar modes may differ in frequency at Gamma. That difference is already present in the force constants at zero macroscopic field and is tied to the crystal axes, not to the direction of $\mathbf q$. The in-plane macroscopic field still vanishes as $q\to0$, so it adds nothing to the difference at Gamma. This holds for modes whose dipole lies in the plane. If the symmetry is low enough for a mode to carry an out-of-plane dipole, its frequency in a repeated cell at zero macroscopic field depends on the period $c$, and the image interaction must be removed at Gamma as well.

The lattice model replaces each cell by one point dipole and has a single polar doublet. Its frequencies illustrate sizes and are not predictions for a material. The zero at Gamma does not depend on these details: the in-plane macroscopic field of a single layer of finite thickness in vacuum vanishes as $q\to0$.

## Computed results

```
lattice constant a = 5.0 bohr
cell area A = 21.651 bohr^2
ionic charge Z = 1.0 e
site polarizability alpha = 15.0 bohr^3
spring k = 0.50 hartree/bohr^2
reduced mass = 6.0 u = 10937.3 m_e
layer spacing d = 8.0 bohr
T0, direct sum = 0.0441367 bohr^-3
T0, zeta functions = 0.0441367 bohr^-3
local-field factor 1-alpha*T0 = 0.3379
Born charge Zstar = 2.9590 e
sheet polarizability alpha2D = 2.0501 bohr
screening length r0 = 12.881 bohr
crossover 1/r0 = 0.0776 bohr^-1
S = 2.3232e-04 hartree^2 bohr
TO frequency at Gamma = 0.005812 hartree = 1275.5 cm^-1
LO slope S/(2 w_TO) = 0.01999 a.u. = 43.7 km/s
LO slope from lattice = 0.02001 a.u.
linear-term ratio, q to 0 = 0.999991
zone corner K at q = 0.8378 bohr^-1
monolayer LO-TO splitting:
 q=0.0100 bohr^-1: lattice 37.9, law 38.3 cm^-1
 q=0.0200 bohr^-1: lattice 66.7, law 68.0 cm^-1
 q=0.0419 bohr^-1: lattice 110.1, law 114.2 cm^-1
 q=0.1000 bohr^-1: lattice 164.2, law 179.1 cm^-1
squared-splitting error of law, q=0.01: -1.01 %
squared-splitting error of law, q=0.02: -1.90 %
same without screening, q=0.02: -22.0 %
 (errors are lattice/law - 1)
interlayer field, sum/formula, z=8 bohr: 1.00001
interlayer field, sum/formula, z=40 bohr: 1.00000
bulk squared splitting = 1.3762e-05 hartree^2
bulk LO-TO splitting at Gamma = 237.7 cm^-1
600-layer film, q=0.01 bohr^-1: 237.5 cm^-1
100-layer film splitting:
 q=1e-02 bohr^-1: 232.68 cm^-1
 q=1e-03 bohr^-1: 160.71 cm^-1
 q=1e-04 bohr^-1: 37.41 cm^-1
 q=1e-05 bohr^-1: 4.31 cm^-1
false Gamma splitting from periodic images:
 c=40 bohr: 127.1 cm^-1, law reaches it at q=0.050 bohr^-1
 c=80 bohr: 80.5 cm^-1, law reaches it at q=0.025 bohr^-1
light line q = w_TO/c = 4.241e-05 bohr^-1
electrostatic splitting there = 0.186 cm^-1
```
